\section*{How Gaussian Spacing Variation Raises the Mean Weibull Hazard of Low-k Lines}

\section{The question}

Two neighbouring copper lines on a chip are held at different voltages, and the low-k dielectric between them wears out under the field. The line edges are rough, so the spacing varies along the line. A narrow place has a higher field and a shorter life; a wide place has a lower field and a longer life. The two do not cancel, because the hazard rises more at a narrow place than it falls at an equally wide one. By how much does the variation raise the mean hazard above that of a uniform line with the same mean spacing?

\section{Model and assumptions}

Divide the line into $N$ segments.

\textbf{(A1) Weakest link.} Given their spacings, the segments fail independently, and the line fails with its first segment.

\textbf{(A2) Weibull law.} A segment survives to time $t$ with probability $e^{-H}$, where $H=(t/\eta)^b$ is its cumulative hazard. Its hazard rate is $h=dH/dt=bt^{b-1}/\eta^b$. The slope $b$ is the same for all segments.

\textbf{(A3) Linear-field acceleration.} The life scale is $\eta=\eta_0e^{-\gamma E_{\rm loc}}$, with $\gamma>0$ and $E_{\rm loc}$ the local field magnitude.

\textbf{(A4) Local field.} At voltage $V$ a segment of spacing $dg$ has $E_{\rm loc}=V/(dg)=E/g$, where $d$ is the mean spacing and $E=V/d$ the nominal field.

\textbf{(A5) Spacing.} $g=1+uz$ with $u=s/d$. The variable $z$ is standard normal, restricted to $|z|\le c$ and renormalised, with $uc=1-g_0$ and $0<g_0<1$. The spacing therefore never falls below $g_0d$. When $c$ is large, $s$ is the standard deviation of the spacing.

The cutoff in (A5) is necessary. Without it, spacings near zero would have a hazard growing as $e^{b\gamma E/g}$, while the Gaussian density there stays finite, and the mean hazard would be infinite.

Define
\begin{equation}
A=b\gamma E,\qquad a=Au=b\gamma E\,\frac{s}{d}.
\end{equation}
Let $\eta$ from here on denote the life scale of a segment with spacing exactly $d$. A segment with spacing $dg$ has life scale $\eta e^{-\gamma E(1/g-1)}$, so its cumulative hazard is $(t/\eta)^b r$, with
\begin{equation}
r=\exp\left[A\left(\frac1g-1\right)\right]=\exp\left[-\frac{az}{1+uz}\right].
\label{r}
\end{equation}
The last form follows from $1/(1+uz)-1=-uz/(1+uz)$. The quantity sought is $M=\langle r\rangle$, the average over spacings. Since $r$ does not depend on time, $M$ multiplies the mean hazard rate and the mean cumulative hazard alike.

\section{Two lemmas}

\paragraph{Lemma 1 (hazards add).} The mean cumulative hazard of the line is $NM(t/\eta)^b$. If $N$ is large enough for the sum over segments to be replaced by its mean, the line is again Weibull with slope $b$, and its life is $M^{-1/b}$ times that of the uniform line.

\emph{Proof.} By (A1) the survival probabilities multiply:
\begin{equation}
S_{\rm line}=\prod_{i=1}^N e^{-H_i}=\exp\left[-\left(\frac t\eta\right)^b\sum_{i=1}^N r_i\right].
\end{equation}
The mean of the sum is $NM$. Replacing the sum by its mean gives $S_{\rm line}=\exp[-(t/\eta_{\rm line})^b]$ with $\eta_{\rm line}=\eta(NM)^{-1/b}$. The uniform line has $M=1$, and the ratio of the two lives is $M^{-1/b}$. $\square$

For independent spacings the relative standard deviation of the sum is $\sqrt{(\langle r^2\rangle/M^2-1)/N}$, which measures the error of the replacement.

\paragraph{Lemma 2 (Gaussian average).} With $\Phi$ the standard normal distribution function,
\begin{equation}
\langle e^{-az}\rangle=e^{a^2/2}\,\frac{\Phi(c+a)+\Phi(c-a)-1}{2\Phi(c)-1}.
\label{cut}
\end{equation}

\emph{Proof.} Complete the square: $-az-z^2/2=a^2/2-(z+a)^2/2$. With $y=z+a$, the integral over $-c\le z\le c$ becomes one over $a-c\le y\le a+c$, so
\begin{equation}
\int_{-c}^{c}\frac{e^{-az-z^2/2}}{\sqrt{2\pi}}\,dz
=e^{a^2/2}\left[\Phi(a+c)-\Phi(a-c)\right].
\end{equation}
Use $\Phi(a-c)=1-\Phi(c-a)$ and divide by the normalisation $2\Phi(c)-1$. $\square$

When $c-a\gg1$ the fraction tends to one and $\langle e^{-az}\rangle=e^{a^2/2}$. The weight is then a unit Gaussian centred at $z=-a$: the mean hazard comes mainly from spacings near $d-as$, not from the extreme narrow tail.

\section{The theorem}

\paragraph{Theorem.} Assume (A1)--(A5).

(i) If the local field is linearised, $E/g\to E(1-uz)$, then $M$ is given by (\ref{cut}), which tends to $e^{a^2/2}$ for $c-a\gg1$.

(ii) For the true field $E/g$, let $u\to0$ with $a$ and $g_0$ fixed. Then
\begin{equation}
M=e^{a^2/2}\left[1+au(1+a^2)+O(u^2)\right].
\label{thm}
\end{equation}
To leading order the mean hazard is thus raised by $\exp[(b\gamma Es/d)^2/2]$.

\emph{Proof.} (i) Linearisation replaces $1/g-1$ by $-uz$, hence $r$ by $e^{-az}$, and Lemma 2 applies.

(ii) Within the cutoff $1+uz\ge g_0$, so the exponent in (\ref{r}) is at most $a|z|/g_0$. Its derivatives with respect to $u$ are bounded by polynomials in $|z|$. The second $u$-derivative of $r$ is therefore bounded by a polynomial times $e^{a|z|/g_0}$, which is integrable against the Gaussian. Taylor's theorem may be applied under the average. From
\begin{equation}
-\frac{az}{1+uz}=-az+auz^2+O(u^2)
\end{equation}
it follows that
\begin{equation}
M=\langle e^{-az}\rangle+au\langle z^2e^{-az}\rangle+O(u^2).
\end{equation}
As $u\to0$ the cutoff $c=(1-g_0)/u$ recedes to infinity, and its effect on these averages vanishes faster than any power of $u$. The first average is $e^{a^2/2}$. Two derivatives with respect to $a$ give the second:
\begin{equation}
\langle z^2e^{-az}\rangle=\frac{d^2}{da^2}e^{a^2/2}=\frac{d}{da}\left(a\,e^{a^2/2}\right)=(1+a^2)e^{a^2/2}.
\end{equation}
Inserting both gives (\ref{thm}). $\square$

\paragraph{Remark 1 (conditions).} The correction in (\ref{thm}) is $au(1+a^2)=Au^2+A^3u^4$. The simple factor is accurate when both terms are small; $a$ itself may be of order one. Relative accuracy of the \emph{exponent} is a different demand. Divided by $A^2u^2/2=a^2/2$, the two terms are $2/A$ and $2Au^2$, so it needs $A\gg2$ and $Au^2\ll1$. It is the stricter demand when $a<\sqrt2$ and the weaker one when $a>\sqrt2$: at $a=3$, $u=0.01$ the exponent is 7\% low but the factor 28\% low.

\section{A second limit: small scatter at fixed field}

At low field $A$ need not be large. Now let $u\to0$ at fixed $A$, and write $q=1/g-1=-uz+u^2z^2-u^3z^3+u^4z^4-\cdots$. With $\langle z^2\rangle=1$, $\langle z^4\rangle=3$ and vanishing odd moments, through order $u^4$,
\begin{align}
\langle q\rangle&=u^2+3u^4,\\
\langle q^2\rangle&=u^2+(1+2)\,3u^4=u^2+9u^4,\\
\langle q^3\rangle&=3u^4\langle z^4\rangle=9u^4,\qquad \langle q^4\rangle=3u^4 .
\end{align}
In $q^2$, the $u^4z^4$ terms come from $(u^2z^2)^2$ and $2(-uz)(-u^3z^3)$. In $q^3$ the term is $3(-uz)^2(u^2z^2)$. The cumulants are
\begin{align}
\kappa_1&=u^2+3u^4,\\
\kappa_2&=\langle q^2\rangle-\langle q\rangle^2=u^2+8u^4,\\
\kappa_3&=\langle q^3\rangle-3\langle q^2\rangle\langle q\rangle+2\langle q\rangle^3=6u^4,\\
\kappa_4&=3u^4-3(u^2)^2=0,
\end{align}
again through order $u^4$; higher cumulants start at $u^6$ or later. Since $\ln M=A\kappa_1+A^2\kappa_2/2+A^3\kappa_3/6+\cdots$,
\begin{equation}
\ln M=u^2\left(\frac{A^2}{2}+A\right)+u^4\left(A^3+4A^2+3A\right)+O(u^6).
\label{series}
\end{equation}
The term $Au^2$ arises because the mean of $V/\text{spacing}$ exceeds $V/d$ by the fraction $u^2$ to leading order. At $A=2$ it equals $A^2u^2/2$, and the simple exponent is half the correct one to this order.

\section{Where the cutoff may be placed}

With $x=uz$, the logarithm of the integrand for the true field is
\begin{equation}
A\left(\frac1{1+x}-1\right)-\frac{x^2}{2u^2}.
\end{equation}
Setting its derivative to zero and multiplying by $u^2(1+x)^2$ gives
\begin{equation}
-x(1+x)^2=Au^2 .
\end{equation}
The left side has derivative $-(1+x)(1+3x)$, so on $-1<x<0$ its maximum is at $x=-1/3$, with value $\frac13\cdot\frac49=\frac4{27}$. For $Au^2<4/27\approx0.148$ there are two solutions: a peak at a spacing between $2d/3$ and $d$, close to $d$ when $Au^2\ll1$, and, at smaller spacing, a valley before the divergence. If the valley is deep, a cutoff well away from both the peak and the divergence hardly affects $M$. Close below $4/27$ it is shallow: at $Au^2=0.14$, $u=0.1$, $\ln M$ rises from 1.47 to 2.40 as $g_0$ goes from 0.7 to 0.4. For $Au^2>4/27$ there is no separate peak: the integrand grows all the way down to the smallest spacing allowed, so $M$ depends on where the cutoff is placed.

\section{Worked example}

Take rough values for a porous low-k dielectric between copper lines: $d=20$ nm, $s=0.8$ nm, $\gamma=4$ cm/MV and $b=1.2$. The test is at 10 V and use at 1 V. A comb of length 1 cm with 50 nm segments has $N=2\times10^5$. Since 1 V/nm is 10 MV/cm, the nominal fields are 5 and 0.5 MV/cm.

\paragraph{At test.} Here $A=1.2\times4\times5=24$, $u=0.8/20=0.04$ and $a=0.96$. The simple result is
\begin{equation}
M\approx e^{0.96^2/2}=e^{0.461}=1.59 .
\end{equation}
Direct quadrature with the true field, cut off at $8s$ from the mean, gives $\ln M=0.547$ and $M=1.73$; the simple factor is 8\% below this. Series (\ref{series}) gives $0.4992+0.0415=0.5407$, which accounts for most of the difference. Moving the cutoff from $8s$ to $15s$ changes $M$ by less than one part in $10^8$. This agrees with the positions of the peak, 19.2 nm, and of the valley, 4.4 nm. A tight cutoff does matter slightly: at $3s$, (\ref{cut}) multiplies the linear-field result by 0.982, and quadrature gives a multiplier of 0.971 for the true field.

The weakest-link argument was tested by random draws: 20,000 lines of 400 segments each, with Gaussian spacings, true local fields and Weibull lifetimes. The first failures gave $M=1.72$, with a sampling error of about 0.7\%, and a slope of 1.20. With only 400 segments the sum of $r_i$ still fluctuates, and the expected value of this estimate is 1.718, about 0.6\% below the quadrature value 1.728.

By Lemma 1 the life is multiplied by $1.585^{-1/1.2}=0.68$ in the simple result and by 0.63 with the true field. The roughness costs about 37\% of the uniform line's life at this field.

\paragraph{At use.} Now $A=2.4$. The simple exponent is 0.0046, while quadrature gives 0.0086. The simple exponent is wrong by nearly a factor of two, as Remark 1 warns, but the rise in hazard is below 1\% either way.

\section{Consequences for extrapolation}

Because roughness shortens life more at test than at use, it distorts the measured acceleration. Hold $u$ fixed and vary the voltage. With the linearised field the logarithm of the line's life is
\begin{equation}
L(E)=L_0-\gamma E-\frac1b\frac{(b\gamma Eu)^2}{2}=L_0-\gamma E-pE^2,\qquad p=\frac{b\gamma^2u^2}{2}.
\end{equation}
The apparent acceleration is
\begin{equation}
\gamma_{\rm app}=-\frac{dL}{dE}=\gamma+2pE=\gamma(1+Au^2),
\end{equation}
or $4\times1.0384=4.15$ cm/MV at test; the true field gives 4.18 cm/MV. A straight line drawn with this slope from the test field $E_t$ to the use field $E_u$ overstates the logarithm of life by
\begin{align}
&L(E_t)+(\gamma+2pE_t)(E_t-E_u)-L(E_u)\nonumber\\
&\quad=-pE_t^2+2pE_t(E_t-E_u)+pE_u^2=p(E_t-E_u)^2 .
\end{align}
The terms in $\gamma$ cancel. Here $p=0.01536$ (cm/MV)$^2$, so the excess is $0.01536\times4.5^2=0.311$, and the predicted life is $e^{0.311}=1.36$ times the model's life at use. With the true field the ratio is 1.46. This error is optimistic, and it presumes that (A3) holds over the whole range.

\section{Variation between chips}

Suppose instead that the spacing is uniform within each chip and varies from chip to chip. Let $H_0=N(t/\eta)^b$ be the cumulative hazard of a nominal chip. The population survives as $S=\langle e^{-rH_0}\rangle$, and its hazard, in units of the nominal hazard, is
\begin{equation}
-\frac{d\ln S}{dH_0}=\frac{\langle re^{-rH_0}\rangle}{\langle e^{-rH_0}\rangle}
=M-\left(\langle r^2\rangle-M^2\right)H_0+O(H_0^2).
\end{equation}
For the linearised field without a tight cutoff, $\langle r^2\rangle=e^{(2a)^2/2}=e^{2a^2}$ and $M^2=e^{a^2}$. With $\bar H=MH_0$, the ratio of population hazard to mean hazard is
\begin{equation}
1-\left(e^{a^2}-1\right)\bar H+O(\bar H^2).
\end{equation}
The theorem's factor thus describes early failures. Later the weak chips have gone and the survivors are better than average: at $\bar H=1$ the true-field population hazard is 0.50 of the mean hazard. Within one long line this selection does not arise, since every line contains nearly the same mixture of segments. In the example the relative scatter of the line hazard is 0.35\% if the segment spacings are independent; positive correlation between neighbouring segments makes it larger.

\section{What the model leaves out}

\paragraph{Slope that follows spacing.} In percolation pictures of breakdown, a thicker dielectric needs more defects to bridge it, and $b$ grows with thickness. Replace $b$ by $bg$ and set $\ell=\ln(t/\eta)$. The segment's cumulative hazard becomes
\begin{equation}
\exp\left\{bg\left[\ell+\gamma E\left(\frac1g-1\right)\right]\right\}
=e^{b\ell}\exp\left[-(A-b\ell)uz\right],
\end{equation}
because $g(1/g-1)=1-g=-uz$. By Lemma 2 with a distant cutoff, the mean is raised by $\exp[(A-b\ell)^2u^2/2]$. When the uniform line reaches cumulative hazard one, $e^{b\ell}=1/N$ and $-b\ell=\ln N=12.2$. The exponent is then $(24+12.2)^2\times0.0016/2=1.05$, against 0.55 for uniform $b$ with the same true field. This figure depends on the segment length, because the common life scale is assigned to segments of that length: with 10 nm segments, $\ln N=13.8$ and the exponent is 1.14.

\paragraph{Field at a wavy edge.} Let one electrode be flat at $y=0$ and the other lie at $y=d+\delta\cos kx$, with $\delta\ll d$ and $k\delta\ll1$. To first order in $\delta$ the potential is
\begin{equation}
\phi=V\left[\frac yd-\frac{\delta}{d}\cos kx\,\frac{\sinh ky}{\sinh kd}\right].
\end{equation}
It satisfies Laplace's equation, vanishes at $y=0$ and equals $V$ on the wavy edge to this order. The field magnitude there is $E[1-(\delta/d)\,kd\coth(kd)\cos kx]$, whereas (A4) gives $E[1-(\delta/d)\cos kx]$. With $k=1/(50\ \mathrm{nm})$, $kd=0.4$ and the field variation is larger by the factor 1.053. If the field at this edge sets the life, and waves of about this period add up to a Gaussian variation with the same $s$, the simple exponent rises to 0.51. The correction is small only because the wave is long, with period $2\pi/k=314$ nm; for a period of 100 nm the factor is 1.48. At the flat electrode the variation is instead smaller than in (A4), by the factor $kd/\sinh(kd)=0.974$ for $kd=0.4$.

\paragraph{Acceleration law and temperature.} If the logarithm of life falls as $\sqrt{E}$, with the same slope at the test field, $\ln M$ is 0.52 at test and 0.056 at use. The latter exceeds the linear-field value because the square-root law is steeper at low field. If $\gamma$ varies as $1/T$, which is an assumption, lowering the temperature from 398 to 373 K at the test field raises the simple exponent from 0.46 to 0.52.

\paragraph{Comparison with real lines.} The chosen values of $d$, $s$, $\gamma$ and $b$ are illustrative and do not describe one measured line. The test field is high and may lie near the field at which such a film breaks down at once. A spot narrowed by $3s$ sees 5.7 MV/cm. With Gaussian spacings about 270 of the $2\times10^5$ segments are narrower still, and the narrowest, typically near $4.5s$ below the mean, sees about 6.1 MV/cm. The model contains no immediate breakdown, so it should not be trusted if such spots reach that limit. Two of the changes tried in this section alter the test result strongly. For Gaussian variation made of waves with a period near 100 nm, the field at the wavy edge raises the simple exponent from 0.46 to 1.01; this holds for one rough electrode facing a flat one, if failure is set at the rough edge, since at the flat electrode the field variation is instead reduced by the factor 0.78. With a slope that follows spacing, when the uniform line has reached cumulative hazard one, roughness raises the mean cumulative hazard by a factor of about $e^{1.05}\approx2.9$, rather than the 1.7 found for uniform $b$ with the true field. The simple formula is therefore an estimate of the roughness penalty under uniform $b$ and the local field of (A4), not an upper bound. Further figures are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
ROUGH INPUTS
Mean spacing d: 20 nm
Spacing standard deviation s: 0.8 nm
Relative spacing deviation u: 0.04
Field acceleration gamma: 4 cm/MV
Weibull slope b: 1.2
Test voltage: 10 V
Use voltage: 1 V
Nominal test field: 5 MV/cm
Nominal use field: 0.5 MV/cm
Comb length: 1 cm
Segment length: 50 nm
Number of segments N: 2e+05
MEAN HAZARD
A at test: 24
A*u at test: 0.96
Simple exponent at test: 0.4608
Simple hazard factor at test: 1.585
Second-order log factor at test: 0.4992
Fourth-order addition at test: 0.04147
True-field log factor at test: 0.5469
True-field hazard factor at test: 1.728
Simple factor error at test: -8.253 %
Simulated hazard factor: 1.718
Simulated Weibull slope: 1.201
A at use: 2.4
Simple exponent at use: 0.004608
Second-order log factor at use: 0.008448
True-field log factor at use: 0.008563
CUTOFF AND LIFE
A*u^2 at test: 0.0384
Limit of A*u^2 for separate peak: 0.1481
Spacing at integrand peak: 19.16 nm
Spacing at integrand valley: 4.444 nm
3-sigma cutoff multiplier, linear field: 0.9819
Life multiplier at test, simple: 0.6811
Life multiplier at test, true field: 0.634
Apparent gamma, linear field: 4.154 cm/MV
Apparent gamma, true field: 4.184 cm/MV
Extrapolated/actual use life, linear: 1.365
Extrapolated/actual use life, true: 1.46
NEGLECTED EFFECTS
Chip-to-chip/mean hazard at mean H=1: 0.4995
Relative line-hazard scatter: 0.3509 %
Exponent if b follows spacing: 1.049
Log factor at test, root-field law: 0.5232
Log factor at use, root-field law: 0.05646
Wavy-edge field multiplier: 1.053
Simple exponent with wavy-edge field: 0.5107
Reference temperature: 398 K
Lower temperature: 373 K
Test-field exponent at lower temperature: 0.5246
Local field at 3-sigma narrow spot: 5.682 MV/cm
\end{verbatim}
